# B-spline structure factors for the ion-electron potential: algorithm and error, part 1

(Sections cited here and not found follow in the second part.)

The ion-electron potential of \(N\) ions on a grid of \(M\) points can be built in \(O(Nn^3+M\log M)\) operations per species, instead of \(O(NM)\), by spreading the ions on the grid with cardinal B-splines of order \(n\) and taking one fast Fourier transform (FFT). The scheme is approximate. For even \(n\), one axis, a mode \(x=m/K\) and an ion at grid coordinate \(u\), the phase factor acquires the relative error

\[
\varepsilon(u)=\frac{1}{1+A}\sum_{l\neq0}a_l\,(e^{-2\pi i l u}-1),\qquad a_l=\Big(\frac{x}{x+l}\Big)^n,\qquad A=\sum_{l\ne0}a_l .
\]

For a pseudopotential whose transform decays at least as fast as \(G^{-q}\) with some \(q>n+3\), the potential and the energy are in error by \(O(h^n)\) at leading order in the spacing \(h\), and the forces by \(O(h^{n-1})\). At fixed grid the error of a mode falls with order as \([|x|/(1-|x|)]^n\), and at the Nyquist mode \(|x|=\tfrac12\) it does not tend to zero unless the ion sits on a grid point.

## Conventions and the cost of the direct sum

The algebra is in atomic units. The cell has vectors \(\mathbf a_i\), volume \(\Omega\) and \(K_i\) points per axis, so \(M=K_1K_2K_3\) and \(\mathbf h_i=\mathbf a_i/K_i\). An ion with fractional coordinates \(s_i\) has grid coordinates \(u_i=K_is_i\). A reciprocal vector with integers \(m_i\) gives \(\mathbf G\cdot\mathbf R=\sum_i\theta_iu_i\), with \(\theta_i=\mathbf G\cdot\mathbf h_i=2\pi x_i\) and \(x_i=m_i/K_i\). Modes with \(|x_i|<\tfrac12\) are kept and the Nyquist planes are dropped. For one species with local pseudopotential \(v(r)\) and transform \(v(G)\),

\[
V(\mathbf G)=\frac{v(G)S(\mathbf G)}{\Omega},\qquad S(\mathbf G)=\sum_{\kappa=1}^N e^{-i\mathbf G\cdot\mathbf R_\kappa}.
\]

The sum for \(S\) has \(N\) terms for each of \(M\) modes. At fixed ion density \(M\propto N\), so the cost is quadratic, while the local and FFT-based terms of an orbital-free functional cost \(M\log M\). A real-space sum of \(v\) itself cannot be cut off, because \(v\) has a Coulomb tail. The FFT would give \(S\) at once if the ions sat on grid points, so the task is to represent an off-grid phase \(e^{-i\theta u}\) by on-grid phases \(e^{-i\theta k}\).

## Two naive assignments

Moving each ion to its nearest grid point changes the phase by up to \(\theta/2\). The error is first order in \(h\), and the energy is a step function of position, with no usable force.

Spreading the ion over several points with a smooth weight \(W(u-k)\) cures the steps. To see what it does to the phase, consider

\[
f(u)=e^{i\theta u}\sum_kW(u-k)\,e^{-i\theta k}=\sum_kW(u-k)\,e^{i\theta(u-k)} .
\]

Shifting \(u\) by 1 relabels \(k\), so \(f\) has period 1. Its coefficient of \(e^{-2\pi ilu}\) is \(\int_0^1f\,e^{2\pi ilu}du\). Since \(e^{2\pi ilk}=1\), the substitution \(y=u-k\) joins the unit intervals into the whole line, and the coefficient is \(\hat W(\theta+2\pi l)\), with \(\hat W(\omega)=\int W(y)e^{i\omega y}dy\). Hence

\[
\sum_kW(u-k)e^{-i\theta k}=e^{-i\theta u}\sum_l\hat W(\theta+2\pi l)\,e^{-2\pi ilu}. \tag{1}
\]

Two faults are visible. The wanted term \(l=0\) is multiplied by \(\hat W(\theta)\neq1\). This does not depend on the ion and can be divided out after the FFT. The aliases \(l\ne0\) depend on \(u\) and cannot be divided out. On a given grid they are made small here through the choice of \(W\). The route taken here is a compact \(W\) whose transform has high-order zeros at the nonzero multiples of \(2\pi\), so that the aliases vanish as a power of \(\theta\). It is not the only route: windows such as Kaiser-Bessel keep the transform small over a chosen band of alias frequencies instead.

## The cardinal B-spline

Let \(M_1\) be the unit box on \([0,1)\) and \(M_n(y)=\int_{y-1}^{y}M_{n-1}(t)\,dt\) its \(n\)-fold convolution, supported on \([0,n]\). The box has transform \(g(\omega)=(e^{i\omega}-1)/(i\omega)\), so by the convolution theorem \(\hat M_n=g^n\), with zeros of order \(n\) where they are wanted. Differentiating the definition gives

\[
M_n'(y)=M_{n-1}(y)-M_{n-1}(y-1). \tag{2}
\]

Values come from the recursion

\[
(n-1)M_n(y)=y\,M_{n-1}(y)+(n-y)\,M_{n-1}(y-1). \tag{3}
\]

To prove it, put \(p=n-1\) and \(F=g^p\). Multiplication by \(y\) becomes \(-i\,d/d\omega\) and the unit shift becomes the factor \(e^{i\omega}\), so the right side transforms to \(-iF'+ne^{i\omega}F+i(e^{i\omega}F)'=-iF'(1-e^{i\omega})+p\,e^{i\omega}F\). With \(1-e^{i\omega}=-i\omega g\) and \(g'=(e^{i\omega}-g)/\omega\), the first term is \(-\omega gF'=-pg^p(e^{i\omega}-g)\). The sum is \(pg^{p+1}\), the transform of the left side.

Without division the scheme would gain nothing from order. The wanted term is multiplied by \(g^n=e^{in\theta/2}[\sin(\theta/2)/(\theta/2)]^n\), whose phase is a first-order error: the spline is centred at \(n/2\), not at zero. Centring it would remove the phase, but the modulus \(\approx1-n\theta^2/24\) would still leave a second-order error that grows with \(n\). The correcting factor \(b\) is fixed by demanding that an ion on a grid point be treated without error:

\[
e^{-i\theta u}\approx b(\theta)\sum_kM_n(u-k)e^{-i\theta k},\qquad \frac1{b(\theta)}=\sum_{j=1}^{n-1}M_n(j)\,e^{i\theta j}. \tag{4}
\]

The second formula is the sum at \(u=0\) with \(j=-k\); other integers \(u\) follow by relabelling \(k\).

## The algorithm

1. For each ion and axis, split \(u=\lfloor u\rfloor+w\) and get the \(n\) weights \(M_n(w+j)\), \(j=0,\dots,n-1\), from (3). Weight \(j\) belongs to the point \(k=\lfloor u\rfloor-j\) modulo \(K\), which is allowed because \(e^{-i\theta k}\) has period \(K\).
2. Accumulate \(Q(\mathbf k)=\sum_\kappa\prod_iM_n(u_{\kappa i}-k_i)\), at \(n^3\) additions per ion.
3. Form \(\tilde S(\mathbf m)=b(\theta_1)b(\theta_2)b(\theta_3)\sum_{\mathbf k}Q(\mathbf k)e^{-i\sum_i\theta_ik_i}\) by FFT. This is (4) multiplied over the axes and summed over the ions.
4. Multiply by \(v(G)/\Omega\), add the species, and transform back.

The total is \(O(Nn^3+M\log M)\) per species, which is \(N\log N\) at fixed \(n\) and fixed points per ion.

## The error of one mode

Take \(W=M_n\) in (1); the series converges absolutely for \(n\ge2\). The numerator \((e^{i\omega}-1)^n\) of \(g^n\) has period \(2\pi\), so \(\hat M_n(\theta+2\pi l)=\hat M_n(\theta)\,[\theta/(\theta+2\pi l)]^n=\hat M_n(\theta)\,a_l\), with \(a_0=1\). Equation (1) at \(u=0\) gives \(1/b=\hat M_n(\theta)(1+A)\). The transform cancels and the right side of (4) equals \(e^{-i\theta u}(1+\varepsilon)\) with

\[
1+\varepsilon(u)=\sum_lw_l\,e^{-2\pi ilu},\qquad w_l=\frac{a_l}{1+A},\qquad\sum_lw_l=1. \tag{5}
\]

Subtracting \(\sum_lw_l\) gives the formula stated at the start. Splitting the sum into \(l\geq1\) and \(l\le-1\) and using the Hurwitz function \(\zeta(n,q)=\sum_{k\ge0}(k+q)^{-n}\),

\[
A=x^n\,[\zeta(n,1+x)+(-1)^n\zeta(n,1-x)].
\]

At \(x=0\) all \(a_{l\neq0}\) vanish, so the \(\mathbf G=0\) term is reproduced without error and is left out below. For odd \(n\) at \(x=\tfrac12\), the terms \(l\) and \(-1-l\) have denominators \(\pm(l+\tfrac12)\) and cancel, so \(1+A=0\) and \(b\) diverges. For even \(n\) every \(a_l\ge0\) and \(b\) is finite. From here on \(n\) is even.

Several consequences follow from \(a_l\ge0\). Since \(|e^{i\alpha}-1|\le2\), one has \(|\varepsilon|\le2A/(1+A)\). Since \(\cos\alpha-1\le0\), one has \(\mathrm{Re}\,\varepsilon\le0\). At \(u=\tfrac12\) the bracket is \(-2\) for odd \(l\) and zero for even \(l\), and writing \(l=\pm(2k+1)\),

\[
\varepsilon(\tfrac12)=-\frac{2A_{\rm odd}}{1+A},\qquad A_{\rm odd}=\Big(\frac x2\Big)^n\Big[\zeta\big(n,\tfrac{1+x}2\big)+\zeta\big(n,\tfrac{1-x}2\big)\Big].
\]

At \(x=\tfrac12\) the pairing \(l\leftrightarrow-1-l\) matches each odd \(l\) with an even one of equal weight, so \(A_{\rm odd}=(1+A)/2\) and \(\varepsilon(\tfrac12)=-1\) for every even \(n\): an ion midway between points contributes nothing to that mode. Averaging over \(u\) with the orthogonality of the exponentials gives

\[
\langle\varepsilon\rangle=-\frac{A}{1+A},\qquad\langle|\varepsilon|^2\rangle=\frac{A^2+\sum_{l\ne0}a_l^2}{(1+A)^2}.
\]

The mean is a bias that does not average out over ions; it is the price of having no error on grid points. Dividing by \(\hat M_n(\theta)\) in place of multiplying by \(b\) would leave the error \(\sum_{l\neq0}a_le^{-2\pi ilu}\), of zero mean and of the same order in \(x\), and equal to \(A\) on grid points.

For \(0<x<\tfrac12\) the largest alias is \(a_{-1}=[x/(1-x)]^n\), and the next is smaller by \([(1-x)/(1+x)]^n\). So \(\varepsilon_{n+2}/\varepsilon_n\to[x/(1-x)]^2\) at large \(n\). At \(x=\tfrac14\) and \(u=\tfrac12\) the computed ratio for \(n=10\to12\) is 0.11069, against the limit 0.11111. Computed values of \(-\varepsilon(\tfrac12)\) are:

| \(x\) | \(n=4\) | \(n=6\) | \(n=8\) |
|---|---|---|---|
| 1/8 | 1.15e-3 | 2.08e-5 | 3.93e-7 |
| 1/4 | 2.77e-2 | 2.87e-3 | 3.10e-4 |
| 3/8 | 0.238 | 0.0899 | 0.0331 |
| 1/2 | 1 | 1 | 1 |

Raising the order therefore pays where \(v(G)\) has already decayed well inside the Nyquist limit. For a pseudopotential with weight near that limit each step in order gains little, and a finer grid, which lowers \(x\) for a given \(\mathbf G\), is the alternative.

In three dimensions the product of (5) over the axes, times \(e^{-i\mathbf G\cdot\mathbf R}\) and summed over ions, uses \(e^{-i\theta u}e^{-2\pi ilu}=e^{-2\pi i(m+lK)s}\):

\[
\tilde S(\mathbf m)=\sum_{\mathbf l}w_{l_1}w_{l_2}w_{l_3}\,S(m_1+l_1K_1,\,m_2+l_2K_2,\,m_3+l_3K_3).
\]

The result is a convex average of the true structure factor and its aliases. With \(W_0=\prod_i(1+A_i)^{-1}\), the deficit of the \(\mathbf l=0\) term and the total weight of the others are both \(1-W_0\), and \(|S|\le N\), so

\[
|\delta V(\mathbf r)|\le\frac{2N}\Omega\sum_{\mathbf G}|v(G)|\,(1-W_0), \tag{6}
\]

where \(\delta V\) is measured against the direct sum over the same modes.

## Expansion in the grid spacing

For \(|x|<1\) the binomial series gives \(a_l=x^nl^{-n}(1+x/l)^{-n}=\sum_{j\ge0}(-1)^j\binom{n+j-1}{j}x^p\,l^{-p}\) with \(p=n+j\). The sums over \(l\) are Bernoulli polynomials, defined by \(B_0=1\), \(B_p'=pB_{p-1}\) and zero mean on \([0,1]\) for \(p\geq1\), with \(B_p\equiv B_p(0)\). For \(u\) reduced to the unit interval,

\[
\sigma_p(u)=\sum_{l\ne0}\frac{e^{-2\pi ilu}}{l^p}=-\frac{(-2\pi i)^p}{p!}B_p(u).
\]

For \(p=1\), \(\int_0^1(u-\tfrac12)e^{2\pi ilu}du=1/(2\pi il)\) gives \(\sigma_1=2\pi iB_1\). For higher \(p\), both sides have zero mean and obey \(\sigma_p'=-2\pi i\,\sigma_{p-1}\), which completes the induction. Since \(x^p(-2\pi i)^p=(-i\theta)^p\),

\[
(1+A)\,\varepsilon(u)=-\sum_{j\ge0}(-1)^j\binom{n+j-1}{j}(-i\theta)^p\,\beta_p(u),\qquad\beta_p(u)=\frac{B_p(u)-B_p}{p!}. \tag{7}
\]

Dropping \(A\approx2\zeta(n)x^n\) on the left costs \(O(x^{2n})\). The terms of even \(p\) are real and equal \(-2\binom{n+j-1}{j}x^p\sum_{l\ge1}(1-\cos2\pi lu)/l^p\), all of one sign, so the leading term underestimates the real part of the series. The \(j=2\) term is of relative size about \(\binom{n+1}2x^2\), and the \(h^n\) law needs this to be small, a condition that tightens with \(n\). The \(j=1\) term is imaginary. For \(n\ge4\), keeping \(l=\pm1\), its size relative to the leading term is about \(nx\,\sin2\pi u/(1-\cos2\pi u)=nx\cot\pi u\); close to a grid point the full sums over \(l\) multiply this by \(\zeta(n)/\zeta(n-2)\), which is 0.66 for \(n=4\) and nearer to 1 for higher orders. The term vanishes at \(u=\tfrac12\) but overtakes the leading term for an ion close to a grid point, where the error is small and the leading term alone does not describe it. At \(u=\tfrac12\) the leading term is \(4(1-2^{-n})\zeta(n)x^n\) in magnitude: 9.91e-4 against the full 1.15e-3 for \(n=4\), \(x=\tfrac18\), but 1.56e-3 against 0.0331 for \(n=8\), \(x=\tfrac38\).

In three dimensions \(\prod_i(1+\varepsilon_i)-1=\sum_i\varepsilon_i+O(x^{2n})\). Because \((-i\theta_i)^pe^{-i\mathbf G\cdot\mathbf R}=(\mathbf h_i\cdot\nabla_{\mathbf R})^pe^{-i\mathbf G\cdot\mathbf R}\), and \(\nabla_{\mathbf R}=-\nabla_{\mathbf r}\) on \(v(\mathbf r-\mathbf R)\) drops its sign for even \(n\), the leading error of the potential is

\[
\delta V(\mathbf r)\approx-\sum_{\kappa,i}\beta_n(u_{\kappa i})\,(\mathbf h_i\cdot\nabla)^n\,v(\mathbf r-\mathbf R_\kappa),
\]

with periodic images understood. This holds at every \(\mathbf r\) if \(\sum_{\mathbf G}|v(G)|\,G^n\) converges; if the sum diverges, it can fail at some points, such as the core. If \(v(G)\) falls only as \(G^{-q}\) with \(q<n+3\), the modes near the cutoff dominate, the sum in (6) scales as \(h^n\int^{\pi/h}G^{n+2-q}dG\propto h^{q-3}\), and raising \(n\) no longer raises the order of this bound on the potential error. At \(q=n+3\) the integral is logarithmic and the bound scales as \(h^n\ln(1/h)\). For \(q>n+3\) the formula above holds. The energy at a smooth density is less demanding, because its modes are also weighted by the decaying transform of the density. The error is largest where the \(n\)-th derivative of \(v\) is largest, which for a smoothed Coulomb potential is the core.

The B-spline scheme gives the ion-electron potential with an error known mode by mode, of leading order \(h^n\) when \(v(G)\) decays fast enough. What remains is to find the errors of the energy and forces, and to test the results and the cost on computed examples.
